# Smallest supercells commensurate with a wavevector

**Setting.** A crystal has primitive vectors $\mathbf a_i$ and reciprocal vectors $\mathbf b_j$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. The lattice vector $\sum_iR_i\mathbf a_i$ is written by its integer coordinates $R$ and the wavevector $\sum_jq_j\mathbf b_j$ by its fractional coordinates $q$, so the Bloch phase is $e^{2\pi iR\cdot q}$. A supercell has vectors $\sum_jS_{ij}\mathbf a_j$ with $S$ an integer matrix, $\det S\neq0$; the rows of $S$ span its lattice $\Lambda_S$. A wavevector is commensurate with $S$ if its phase is 1 on all of $\Lambda_S$. Throughout, $q_i=m_i/n_i$ in lowest terms with $n_i\ge1$, and $q_i=0$ is $0/1$.

## (a) Standard form

**Express commensurability through $S$, bring $S$ to a unique form, and count the classes of $\mathbb Z^3$ modulo $\Lambda_S$.**

Every $T\in\Lambda_S$ is $T=cS$ with $c$ an integer row, so $T\cdot q=c\cdot(Sq)$. This is an integer for all $c$ if and only if $Sq\in\mathbb Z^3$.

Swapping rows, negating a row, or adding a multiple of one row to another changes neither $\Lambda_S$ nor $|\det S|$. Euclid's algorithm on the first column leaves one nonzero entry, placed in row 1; the same on the second column of rows 2 and 3 makes $S$ upper triangular, and signs make the diagonal positive. Subtracting row 2 from row 1, then row 3 from rows 1 and 2, gives the Hermite normal form (HNF):
$$0\le S_{12}<S_{22},\qquad 0\le S_{13},S_{23}<S_{33}.$$
The lattice fixes it. $S_{33}$ is the smallest $z>0$ with $(0,0,z)\in\Lambda_S$, $S_{22}$ the smallest $y>0$ among vectors $(0,y,\cdot)$, and $S_{11}$ the smallest positive first component. Two candidates for row 2 differ by a multiple of row 3, and two for row 1 by a combination of rows 2 and 3, so the ranges leave one choice.

Subtracting rows 1, 2, 3 in turn brings any $R$ into the box $C$: $0\le R_i<S_{ii}$. If two box points differ by $\Delta\in\Lambda_S$, then $\Delta_1$ is a multiple of $S_{11}$ with $|\Delta_1|<S_{11}$, so $\Delta_1=0$, and then $\Delta_2=0$ and $\Delta_3=0$ likewise. The index is therefore $[\mathbb Z^3:\Lambda_S]=S_{11}S_{22}S_{33}=|\det S|$, the number of primitive cells in the supercell.

## (b) Possible sizes

**For which $d$ does a commensurate supercell of $d$ cells exist, and how many lattices have the smallest size?**

Let $\chi(R)=R\cdot q \bmod 1$. It is additive, so its kernel $K$ is a sublattice, the classes of $\mathbb Z^3$ modulo $K$ correspond one to one to the values of $\chi$, and $[\mathbb Z^3:K]$ is the number of values.

Put $L=\operatorname{lcm}(n_1,n_2,n_3)$. Each $m_i/n_i$ is a multiple of $1/L$, so there are at most $L$ values. Conversely, $\gcd(m_i,n_i)=1$ gives integers with $um_i+vn_i=1$, so $u\,m_i/n_i\equiv1/n_i \pmod 1$ is a value. The integers $L/n_i$ have no common prime factor: the full power of a prime $p$ in $L$ occurs in some $n_i$, and then $p\nmid L/n_i$. Hence $\sum_ic_iL/n_i=1$ for some integers $c_i$, and $\sum_ic_i/n_i=1/L$ is a value, along with all its multiples. There are exactly $L$ values and $[\mathbb Z^3:K]=L$.

Commensurability means $\Lambda_S\subset K$, and indices of nested lattices multiply:
$$|\det S|=[\mathbb Z^3:K]\,[K:\Lambda_S]=L\,[K:\Lambda_S].$$
So $L\mid d$ is necessary. It is sufficient, because multiplying one row of a basis of $K$ by $d/L$ gives a sublattice of $K$ with $d$ cells. For $d=L$ one has $[K:\Lambda_S]=1$, so $\Lambda_S=K$ is the only lattice. In particular a commensurate cell of $L$ cells exists and no smaller one does. The numerical check confirms the divisibility rule and the uniqueness by searching all 9884 superlattices of 1 to 24 cells for every point of the $12^3$ grid.

## (c) The matrix

**Construct the HNF of $K$. Apply it to $q_B=(\frac14,\frac56,\frac23)$ and $q_W=(\frac12,\frac14,\frac34)$.**

Define $g=\gcd(n_2,n_3)$, $\ell=\operatorname{lcm}(n_2,n_3)=n_2n_3/g$, $h=\gcd(n_1,\ell)$, and take
$$S_{33}=n_3,\qquad S_{22}=n_2/g,\qquad S_{11}=n_1/h .$$
Then $S_{22}S_{33}=\ell$ and $\det S=n_1\ell/h=\operatorname{lcm}(n_1,\ell)=L$. By (b), if the off-diagonal entries can put every row in $K$, this $S$ is the HNF of $K$.

Row 3 gives $n_3m_3/n_3=m_3$, an integer. Row 2 requires $m_2/g+S_{23}m_3/n_3\in\mathbb Z$; multiplying by $n_3$,
$$m_3S_{23}\equiv-m_2n_3/g\pmod{n_3},$$
which is solvable because $m_3$ is invertible modulo $n_3$. Row 1 requires $m_1/h+S_{12}m_2/n_2+S_{13}m_3/n_3\in\mathbb Z$. Multiplying by $\ell=S_{22}n_3$,
$$m_1\ell/h+S_{12}\,m_2\ell/n_2+S_{13}\,m_3S_{22}\equiv0\pmod{S_{22}n_3}.$$
Modulo $S_{22}$ the last term drops:
$$(m_2\ell/n_2)\,S_{12}\equiv-m_1\ell/h\pmod{S_{22}}.$$
The coefficient is invertible, since $\ell/n_2=n_3/g$ is coprime to $n_2/g$, and $m_2$ is coprime to $n_2$. With this $S_{12}$ the first two terms sum to a multiple of $S_{22}$, and dividing the congruence by $S_{22}$ gives
$$m_3S_{13}\equiv-\frac{m_1\ell/h+S_{12}m_2\ell/n_2}{S_{22}}\pmod{n_3}.$$
Least non-negative residues lie in the HNF ranges.

For $q_B$: $g=3$, $\ell=6$, $h=2$, so the diagonal is $(2,2,3)$ and $L=12$. The congruences are $2S_{23}\equiv-5\pmod3$, giving $S_{23}=2$; $5S_{12}\equiv-3\pmod2$, giving $S_{12}=1$; and $2S_{13}\equiv-(3+5)/2=-4\pmod3$, giving $S_{13}=1$. For $q_W$: $g=\ell=4$, $h=2$, the diagonal is $(1,1,4)$, $S_{12}=0$, $3S_{23}\equiv-1$ and $3S_{13}\equiv-2\pmod4$ give $S_{23}=1$, $S_{13}=2$. Thus
$$S_B=\begin{pmatrix}2&1&1\\0&2&2\\0&0&3\end{pmatrix},\quad S_Bq_B=\begin{pmatrix}2\\3\\2\end{pmatrix};\qquad S_W=\begin{pmatrix}1&0&2\\0&1&1\\0&0&4\end{pmatrix},\quad S_Wq_W=\begin{pmatrix}2\\1\\3\end{pmatrix}.$$

## (d) What folds to $\Gamma$, and diagonal cells

**Which wavevectors, modulo the reciprocal lattice, are commensurate with the minimal cell? How large is the smallest diagonal cell?**

The commensurate $k$ form $S^{-1}\mathbb Z^3$. The map $k\mapsto Sk$ sends their classes modulo $\mathbb Z^3$ to the classes of $\mathbb Z^3$ modulo the lattice spanned by the columns of $S$; by (a) applied to $S^{\mathsf T}$ there are $|\det S|=L$ of them. Every $jq$ is commensurate, and $jq\in\mathbb Z^3$ requires $n_i\mid j$ for each $i$, that is $L\mid j$. So $jq$ with $j=0,\dots,L-1$ are $L$ distinct points and exhaust the set. It contains $-q\equiv(L-1)q$, so a real displacement pattern $\cos(2\pi q\cdot R+\varphi)$ fits in the cell.

For diagonal $S$ the condition is $n_i\mid S_{ii}$, so the minimum is $n_1n_2n_3$: 72 cells against 12 for $q_B$, and 32 against 4 for $q_W$. These counts refer to the given primitive vectors, since "diagonal" depends on the basis: with primitive vectors $\mathbf a_1-\mathbf a_2$, $-\mathbf a_1+\mathbf a_2-\mathbf a_3$, $\mathbf a_2+\mathbf a_3$ the point $q_W$ has coordinates $(\frac14,-1,1)$ and its 4-cell minimal cell is diagonal. Such a basis is adapted to the particular $q$. If the $n_i$ are pairwise coprime, as for a point on one reciprocal axis, then $L=n_1n_2n_3$, the unique minimal cell is the diagonal one, and nothing is gained.

## (e) Grids

**Find the largest cell needed for (i) one point of a $\Gamma$-centred grid, (ii) the whole $N^3$ grid at once, (iii) one point of the Monkhorst–Pack grid $q_i=(2r-N-1)/2N$, $r=1,\dots,N$, (iv) a pair of points of the $N^3$ grid.**

(i) For $q_i=t_i/N_i$ each $n_i$ divides $N_i$, so $L$ divides $\operatorname{lcm}(N_1,N_2,N_3)$, with equality at $t=(1,1,1)$. This is $N$ for an $N^3$ grid, and 12 for $4\times6\times2$.

(ii) The points $e_j/N$, with $e_j$ the unit vectors, force column $j$ of $S$ to vanish modulo $N$. So $S=NS'$ with $S'$ integer and $|\det S|\ge N^3$: 8 and 27 cells for $N=2,3$. The bound $N$ holds point by point; for $N\ge2$ no single cell of that size serves the whole grid.

(iii) For odd $N$ the numerator is even and the grid is the $\Gamma$-centred one. For even $N$ it is odd, so $n_i\mid2N$ keeps every factor 2 of $2N$, one more than $N$ has. Hence $L\mid2N$ and $L\nmid N$, and $r=N/2+1$ gives $1/2N$, so $2N$ is reached. For $N=4$ every point needs 8 cells. For $N=6$ points with all components $\pm3/12=\pm1/4$ need 4 and all others 12.

(iv) The cell must lie in $K_1\cap K_2$, the kernel of $R\mapsto(\chi_1,\chi_2)$, which takes at most $L_1L_2\le N^2$ values. The pair $e_1/N$, $e_2/N$ requires $N\mid R_1$ and $N\mid R_2$, which is index $N^2$: 16 for $N=4$. A cubic anharmonic coefficient couples $q_1$, $q_2$ and $-q_1-q_2$ and falls under this case. The bound $N$ therefore fails for general pairs. It still holds in special cases, for instance when both points are multiples of one grid point: by (d), $q$ and $2q$ share the cell of $q$.

## (f) Number of supercells

**How many cells of at most $N$ primitive cells are needed to cover a $\Gamma$-centred $N^3$ grid without using crystal symmetry?**

A point $t/N$ has $L=N$ when $\gcd(t_1,t_2,t_3,N)=1$; call it full. By (b) it needs a multiple of $N$ cells, so within the limit only its own cell $K$ serves.

These cells cover the grid. Let $c=\gcd(t_1,t_2,t_3,N)$ and $t=ct'$, so that $t'$ has no factor common with $N/c$. By the Chinese remainder theorem choose $t''\equiv t'\pmod{N/c}$ with $t''_1\equiv1\pmod p$ for each prime $p$ dividing $N$ but not $N/c$. No prime of $N$ divides all of $t''$, so $t''/N$ is full, and $ct''\equiv t\pmod N$ makes $t/N$ one of its multiples.

For each prime $p\mid N$ a fraction $p^{-3}$ of the $t$ has all components divisible by $p$, independently for different primes by the same theorem, so there are $N^3\prod_p(1-p^{-3})$ full points. A cell holds the multiples $jq$, full when $\gcd(j,N)=1$, and there are $N\prod_p(1-p^{-1})$ such $j$. Each full point lies in one cell only, and $(1-x^3)/(1-x)=1+x+x^2$, so the number of cells is
$$N^2\prod_{p\mid N}\Big(1+\frac1p+\frac1{p^2}\Big).$$
This gives $16\cdot\frac74=28$, $64\cdot\frac74=112$ and $144\cdot\frac74\cdot\frac{13}9=364$ for $N=4,8,12$; the formula and the covering are tested for $N=2,\dots,12$.

For $N=4$ the cells hold $28\cdot4=112$ primitive cells in all, more than 64, so a method whose cost is linear in cell size gains nothing. If cost grows as the cube, the comparison is $28\cdot4^3=1792$ against $64^3=262144$. This count ignores electronic $k$-points: at fixed sampling density a cell of $d$ primitive cells needs a number proportional to $1/d$, which reduces the advantage.

## (g) Force constants

**In the harmonic approximation, what does displacing one atom of a periodic supercell measure, and when does it give the dynamical matrix of the infinite crystal?**

Take one atom of mass $M$ per cell; a basis adds atom indices and replaces $M$ by $\sqrt{M_\kappa M_{\kappa'}}$. Let $\Phi_{\alpha\beta}(R)=\partial^2E/\partial u_\alpha(0)\,\partial u_\beta(R)$, assumed absolutely summable, and $D(k)=M^{-1}\sum_R\Phi(R)e^{2\pi ik\cdot R}$, with eigenvalues $\omega^2$.

Periodicity moves every image $T\in\Lambda_S$ by the same $\eta$ along $\alpha$. The force on atom $R$ is $F_\beta(R)=-\eta\sum_T\Phi_{\alpha\beta}(R-T)+O(\eta^2)$, and $T\to-T$ gives the measured quantity
$$\Phi^S(R)=\sum_{T\in\Lambda_S}\Phi(R+T).$$
Sum over the box $C$ and write $e^{2\pi ik\cdot R}=e^{2\pi ik\cdot(R+T)}e^{-2\pi ik\cdot T}$:
$$D^S(k)=\frac1M\sum_{R\in C}\Phi^S(R)e^{2\pi ik\cdot R}=\frac1M\sum_{R\in C}\sum_T\Phi(R+T)\,e^{2\pi ik\cdot(R+T)}e^{-2\pi ik\cdot T}.$$
For commensurate $k$ the last factor is 1 and $R+T$ runs once over $\mathbb Z^3$, so $D^S(k)=D(k)$, whatever the range of $\Phi$ relative to the cell. Otherwise some of the terms with $T\neq0$ carry wrong phases and the result depends on the representatives chosen for $C$; it stays exact for every $k$ when the representatives can be chosen so that $\Phi$ vanishes outside them, since only $T=0$ then contributes. Dipolar force constants of polar insulators, falling as $R^{-3}$, are not absolutely summable; the rearrangement is then not justified as written, and the direction-dependent limit $k\to0$ needs separate treatment.

Now let $S$ be the minimal cell of $q$, so that $\Lambda_S=K$. The supercell's own $\Gamma$ matrix is $\Phi^S(R'-R)/M$. Acting on $\varepsilon\,e^{2\pi ik\cdot R'}$ with $k=jq$, it returns $e^{2\pi ik\cdot R}D(k)\varepsilon$, because $\Phi^S(R'')e^{2\pi ik\cdot R''}$ is $\Lambda_S$-periodic in $R''=R'-R$. The $L$ waves are orthogonal on $C$: $\chi$ maps $C$ one to one onto the multiples of $1/L$, so $\sum_Ce^{2\pi ijq\cdot R}=\sum_{s=0}^{L-1}e^{2\pi ijs/L}=0$ for $L\nmid j$. The $3L$ eigenvalues are therefore those of $D(jq)$, $j=0,\dots,L-1$.

## (h) A model crystal

**An fcc crystal has the Morse pair potential $V(r)=D_0[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}]$ with $D_0=0.4$ eV, $\alpha=1.5$ Å$^{-1}$, $r_0=3$ Å, $M=50$ u and a fixed list of 86 neighbours (six shells). The primitive vectors are $\frac a2(0,1,1)$, $\frac a2(1,0,1)$, $\frac a2(1,1,0)$. Use the cell $S_W$ at $q_W$, $2q_W$ and $q_{\rm L}=(\frac12,\frac12,\frac12)$, and find the zero-point energy on grids.**

The reference is analytic. For a bond vector $\mathbf r$, $\partial_\alpha r=\hat r_\alpha$ and $\partial_\beta\hat r_\alpha=(\delta_{\alpha\beta}-\hat r_\alpha\hat r_\beta)/r$, so the Hessian of $V$ is $\mathcal K=V''\hat r\hat r^{\mathsf T}+(V'/r)(1-\hat r\hat r^{\mathsf T})$. A bond to neighbour $n$ depends on $u(n)-u(0)$, so $\Phi(n)=-\mathcal K(n)$ and $\Phi(0)=\sum_n\mathcal K(n)$. With $\mathcal K(-n)=\mathcal K(n)$,
$$D(k)=\frac1M\sum_n\mathcal K(n)\,[1-\cos(2\pi k\cdot n)].$$
The relaxed lattice constant is $a=3.998$ Å. The range, 6.92 Å, exceeds the shortest vector of $\Lambda_{S_W}$, 4.00 Å, so atoms interact with their own images. Four decimals below serve to compare routes within the model.

The box is $R=(0,0,j)$, $j=0,\dots,3$. Finite displacements give, in eV/Å$^2$:

| $j$ | $\Phi^S_{xx}$ | $\Phi^S_{yy}=\Phi^S_{zz}$ |
|---|---|---|
| 0 | 12.8479 | 13.0461 |
| 1, 3 | −7.0298 | −2.9651 |
| 2 | 1.2117 | −7.1159 |

Each column sums to zero, as a rigid shift requires: $12.8479-14.0596+1.2117=0$. The $j=0$ row is anisotropic although $\Phi(0)$ is isotropic on a cubic site. In Cartesian form $q_W=(\frac12,1,0)\,2\pi/a$, so $(0,a,0)$ and $(0,0,a)$ have phase 1 and are images entering $\Phi^S(0)$, while $(a,0,0)$ has phase $-1$ and belongs to $j=2$. The set of images therefore lacks cubic symmetry. The vectors $(\pm a,\pm\frac a2,\pm\frac a2)$ and $(0,\pm a,\pm a)$ also have phase 1, and the size of the anisotropy is the sum over all these images.

$D(q_W)$ is diagonal: the mirror $z\to-z$ fixes $q_W$ and removes the $xz$ and $yz$ elements, and $y\to-y$ shifts it by the reciprocal vector $(0,2,0)\,2\pi/a$ and removes $xy$. The same mirrors apply to $2q_W$, which is the point X at $(1,0,0)\,2\pi/a$ after that shift. At $q_W$ the phases $e^{2\pi i\,3j/4}$ are $1,-i,-1,i$, and $j=1,3$ cancel:
$$MD_{xx}=12.8479-1.2117=11.6362,\qquad MD_{yy}=13.0461+7.1159=20.1620 .$$
The frequency ratio $\sqrt{11.6362/20.1620}=0.7597$ equals that of the analytic energies $\hbar\omega=31.1902$ and $41.0561$ meV (twice); the upper mode is 9.93 THz. At X the phases are $(-1)^j$:
$$MD_{xx}=12.8479+14.0596+1.2117=28.1192,\qquad MD_{yy}=13.0461+5.9302-7.1159=11.8604,$$
and $\sqrt{28.1192/11.8604}=1.5398=48.4856/31.4891$. The numerical check asserts $D^S=D$ at both points to $10^{-7}$ of the largest element of $D$ at an X point. The full spectra of $S_W$ (12 modes) and $S_B$ (36 modes) match the eigenvalues of $D(jq)$ with deviations of about $3\times10^{-10}$ eV/(Å$^2$ u).

At $q_{\rm L}$, $S_Wq_{\rm L}=(\frac32,1,2)$ is not integer. On this box the phases $e^{i\pi j}$ coincide with those of X, so $D^S(q_{\rm L})=D(2q_W)$, with energies 31.49, 31.49, 48.49 meV in place of the true 19.47, 19.47, 48.67 meV. The error in Frobenius norm is 0.86 of the norm of $D(q_{\rm L})$.

The zero-point energy per atom is $N^{-3}\sum_k\sum_\nu\hbar\omega_{k\nu}/2$, to which the acoustic modes at $\Gamma$ add nothing. On the $4^3$ grid, the 28 four-cell supercells, the analytic sum and direct diagonalization of one 64-cell supercell each give 46.1226 meV. On $8^3$, the 112 eight-cell supercells give 46.2978 meV, or 4.467 kJ/mol, in agreement with the analytic sum. The difference $46.2978-46.1226=0.1752$ meV, 0.4% of the $8^3$ value, comes from the grid: the supercells reproduce each grid point but do not remove the error of replacing the zone integral by a finite sum. The $8^3$ value is itself not converged to the digits shown: the analytic sum on $32^3$ and $48^3$ grids gives 46.3068 meV, 0.009 meV higher, so the $4^3$ grid is low by 0.184 meV.

## Numbers as computed

```
superlattices searched (1..24 cells): 9884
Gamma-centred 12^3: largest minimal cell = 12 cells
Gamma-centred 4x6x2: largest minimal cell = 12 cells
shifted MP 4^3: minimal sizes [8] cells
shifted MP 6^3: minimal sizes [4, 12] cells
one cell for whole 2^3 grid: smallest = 8 cells
one cell for whole 3^3 grid: smallest = 27 cells
pairs of points on 4^3: largest minimal cell = 16 cells
N=4: covering supercells of N cells = 28
N=8: covering supercells of N cells = 112
N=12: covering supercells of N cells = 364
W: q = (1/2, 1/4, 3/4), L = 4, diagonal = 32 cells
W: S = [[1, 0, 2], [0, 1, 1], [0, 0, 4]], S q = [2, 1, 3]
B: q = (1/4, 5/6, 2/3), L = 12, diagonal = 72 cells
B: S = [[2, 1, 1], [0, 2, 2], [0, 0, 3]], S q = [2, 3, 2]
model: D=0.4 eV, alpha=1.5 1/A, r0=3.0 A, M=50.0 u, neighbours=86
relaxed a = 3.99791 A, interaction range = 6.9246 A
W cartesian = 0.5000 1.0000 0.0000 (2 pi/a)
shortest vector of the W superlattice = 3.9979 A
Phi^S diag at R=[0, 0, 0]: 12.8479 13.0461 13.0461 eV/A^2
Phi^S diag at R=[0, 0, 1]: -7.0298 -2.9651 -2.9651 eV/A^2
Phi^S diag at R=[0, 0, 2]: 1.2117 -7.1159 -7.1159 eV/A^2
Phi^S diag at R=[0, 0, 3]: -7.0298 -2.9651 -2.9651 eV/A^2
hw(W) 4-cell: 31.1902 41.0561 41.0561 meV
hw(W) exact : 31.1902 41.0561 41.0561 meV
hw(X=2W) 4-cell: 31.4891 31.4891 48.4856 meV
hw(X=2W) exact : 31.4891 31.4891 48.4856 meV
highest W mode = 9.9273 THz
hw(L point) from W cell (aliased): 31.4891 31.4891 48.4856 meV
hw(L point) exact: 19.4661 19.4661 48.6687 meV; relative D error = 0.860
W cell: 12 modes, max eigenvalue deviation = 3.4e-10 eV/(A^2 u)
B cell: 36 modes, max eigenvalue deviation = 2.7e-10 eV/(A^2 u)
ZPE 4^3: 28 cells of 4: 46.12261, exact sum 46.12261 meV/atom
N=4: total cells 112; sum cells^3 1792 vs 262144
ZPE 8^3: 112 cells of 8: 46.29777, exact sum 46.29777 meV/atom
N=8: total cells 896; sum cells^3 57344 vs 134217728
ZPE 4^3 from one 64-cell supercell: 46.12261 meV/atom
ZPE 8^3 = 4.4671 kJ/mol
```
